# Surface state of a semi-infinite chain with a shifted end site: verification in Python

```python
"""
Surface state of a semi-infinite chain with a shifted end site.

Result under test: with bulk site energy 0, hopping t and end-site energy e0,
a state outside the band |E| <= 2|t| exists only if |e0| > |t|. Its energy is
e0 + t^2/e0 and its weight on the end site is 1 - t^2/e0^2.

Symbols: a = site spacing, lam = amplitude ratio between neighbouring sites,
G = end-site Green function, z = complex energy. Energies in eV, lengths in
angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def diagonalize_chain(e0, t, sites):
    """Eigenvalues and eigenvectors of a finite chain, site 0 shifted."""
    diagonal = np.zeros(sites)
    diagonal[0] = e0
    return eigh_tridiagonal(diagonal, np.full(sites - 1, t))


def surface_energy(e0, t):
    return e0 + t**2 / e0


def surface_weight(e0, t):
    return 1 - t**2 / e0**2 if abs(e0) > abs(t) else 0.0


def green_end(z, e0, t, decaying=True):
    """End-site Green function from the decaying or the growing root."""
    roots = sorted(np.roots([t, -z, t]), key=abs)
    lam = roots[0] if decaying else roots[1]
    return 1 / (z - e0 - t * lam)


def contour_residue(e0, t, decaying=True, radius=0.1, points=400):
    """Residue enclosed by a circle around e0 + t^2/e0."""
    offsets = radius * np.exp(2j * np.pi * (np.arange(points) + 0.5) / points)
    center = surface_energy(e0, t)
    values = [green_end(center + d, e0, t, decaying) * d for d in offsets]
    return np.mean(values)


def band_moment(e0, t, power):
    """Integral of E^power times the in-band density of states."""
    def integrand(theta):
        energy = 2 * abs(t) * np.cos(theta)
        root = 2 * abs(t) * np.sin(theta)
        density = root / (2 * np.pi * (t**2 + e0**2 - e0 * energy))
        return energy**power * density * root
    return quad(integrand, 0, np.pi, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


t = -1.2
spacing = 3.0
e0_above, e0_below, e0_near = 2.0, 0.8, 1.3
edge = 2 * abs(t)
sites = 600

# Existence, energy, weight and splitting for both signs of hopping and shift.
for hopping in (t, -t):
    for ratio in (-1.5, -1.05, -0.95, 0.0, 0.5, 0.95, 1.0, 1.05, 1.5):
        shift = ratio * abs(hopping)
        energies, vectors = diagonalize_chain(shift, hopping, sites)
        outside = np.flatnonzero(np.abs(energies) > edge + 1e-9)
        assert len(outside) == (1 if abs(ratio) > 1 else 0)
        if len(outside) == 1:
            state = outside[0]
            found = energies[state]
            assert abs(found - surface_energy(shift, hopping)) < 1e-10
            weight = vectors[0, state]**2
            assert abs(weight - surface_weight(shift, hopping)) < 1e-9
            splitting = (abs(shift) - abs(hopping))**2 / abs(shift)
            assert abs(abs(found) - edge - splitting) < 1e-10

# Main case: energy, weight and decay measured on the eigenvector.
energies, vectors = diagonalize_chain(e0_above, t, sites)
bound_energy = energies[-1]
bound_vector = vectors[:, -1]
bound_weight = bound_vector[0]**2
measured_ratio = bound_vector[1] / bound_vector[0]
assert abs(measured_ratio - t / e0_above) < 1e-10
density_length = spacing / (2 * np.log(abs(e0_above / t)))
measured_length = 10 * spacing / np.log(
    bound_vector[0]**2 / bound_vector[10]**2)
assert abs(density_length - measured_length) < 1e-7

# Closed-form Green function against the spectral sum of the finite chain.
for shift in (e0_above, e0_below, -e0_near):
    levels, states = diagonalize_chain(shift, t, sites)
    for real_part in (-2.6, -1.0, 0.3, 2.0, 2.7):
        z = real_part + 0.1j
        spectral_sum = np.sum(states[0]**2 / (z - levels))
        assert abs(spectral_sum - green_end(z, shift, t)) < 1e-8

# Residues with the decaying root and with the growing root.
residue_above = contour_residue(e0_above, t)
residue_below = contour_residue(e0_below, t)
residue_wrong = contour_residue(e0_below, t, decaying=False)
assert abs(residue_above - bound_weight) < 1e-9
assert abs(residue_below) < 1e-9
assert abs(residue_wrong - (1 - t**2 / e0_below**2)) < 1e-9

# At threshold the edge divergence is an inverse square root, not a pole.
delta = 1e-6
edge_green = green_end(edge + delta, abs(t), t)
assert abs(edge_green * np.sqrt(abs(t) * delta) - 1) < 2e-3
assert abs(delta * edge_green) < 2e-3

# Band plus pole must give the moments of the Hamiltonian on the end site.
for shift in (e0_above, e0_below, -e0_near, abs(t)):
    matrix = np.diag(np.full(7, t), 1) + np.diag(np.full(7, t), -1)
    matrix[0, 0] = shift
    for power in range(5):
        direct = np.linalg.matrix_power(matrix, power)[0, 0]
        pole = surface_weight(shift, t) * surface_energy(shift, t)**power
        assert abs(band_moment(shift, t, power) + pole - direct) < 1e-7

# Below and at threshold no eigenstate keeps a finite end-site weight.
largest = {}
for shift in (e0_below, abs(t)):
    for length in (300, 600):
        states = diagonalize_chain(shift, t, length)[1]
        largest[shift, length] = np.max(states[0]**2)
    halving = largest[shift, 600] / largest[shift, 300]
    assert abs(halving - 0.5) < 0.03

near_energies, near_vectors = diagonalize_chain(e0_near, t, sites)

print(f"hopping t = {t:.1f} eV")
print(f"site spacing a = {spacing:.1f} angstrom")
print(f"upper band edge 2|t| = {edge:.2f} eV")
print(f"sites in the diagonalized chain = {sites}")
print(f"CASE ABOVE THRESHOLD: e0 = {e0_above:.1f} eV")
print(f"amplitude ratio t/e0 = {t / e0_above:.4f}")
print(f"amplitude ratio from eigenvector = {measured_ratio:.4f}")
print(f"surface energy, formula = {surface_energy(e0_above, t):.6f} eV")
print(f"surface energy, diagonalization = {bound_energy:.6f} eV")
print(f"surface energy, converted = {bound_energy / HARTREE_EV:.6f} hartree")
print(f"distance above band edge = {bound_energy - edge:.4f} eV")
print(f"end-site weight, formula = {surface_weight(e0_above, t):.6f}")
print(f"end-site weight, diagonalization = {bound_weight:.6f}")
print(f"end-site weight, contour residue = {residue_above.real:.6f}")
print(f"end-site weight left in band = {band_moment(e0_above, t, 0):.6f}")
print(f"weight on second site = {bound_vector[1]**2:.4f}")
print(f"weight on third site = {bound_vector[2]**2:.4f}")
print(f"density decay length = {density_length:.4f} angstrom")
print(f"density decay length = {density_length / BOHR_ANGSTROM:.4f} bohr")
print(f"CASE BELOW THRESHOLD: e0 = {e0_below:.1f} eV")
print(f"amplitude ratio t/e0 = {t / e0_below:.4f}")
print(f"formula energy (no state there) = "
      f"{surface_energy(e0_below, t):.4f} eV")
print(f"highest level, 600 sites = "
      f"{diagonalize_chain(e0_below, t, sites)[0][-1]:.6f} eV")
print(f"residue, decaying root = {abs(residue_below):.6f}")
print(f"residue, growing root = {residue_wrong.real:.4f}")
print(f"end-site weight in band = {band_moment(e0_below, t, 0):.6f}")
print(f"largest end weight, 300 sites = {largest[e0_below, 300]:.6f}")
print(f"largest end weight, 600 sites = {largest[e0_below, 600]:.6f}")
print(f"CASE JUST ABOVE THRESHOLD: e0 = {e0_near:.1f} eV")
print(f"surface energy = {near_energies[-1]:.6f} eV")
print(f"distance above band edge = {near_energies[-1] - edge:.6f} eV")
print(f"end-site weight = {near_vectors[0, -1]**2:.6f}")
print("finished without a failed check")
```

Printed output:

```
hopping t = -1.2 eV
site spacing a = 3.0 angstrom
upper band edge 2|t| = 2.40 eV
sites in the diagonalized chain = 600
CASE ABOVE THRESHOLD: e0 = 2.0 eV
amplitude ratio t/e0 = -0.6000
amplitude ratio from eigenvector = -0.6000
surface energy, formula = 2.720000 eV
surface energy, diagonalization = 2.720000 eV
surface energy, converted = 0.099958 hartree
distance above band edge = 0.3200 eV
end-site weight, formula = 0.640000
end-site weight, diagonalization = 0.640000
end-site weight, contour residue = 0.640000
end-site weight left in band = 0.360000
weight on second site = 0.2304
weight on third site = 0.0829
density decay length = 2.9364 angstrom
density decay length = 5.5490 bohr
CASE BELOW THRESHOLD: e0 = 0.8 eV
amplitude ratio t/e0 = -1.5000
formula energy (no state there) = 2.6000 eV
highest level, 600 sites = 2.399967 eV
residue, decaying root = 0.000000
residue, growing root = -1.2500
end-site weight in band = 1.000000
largest end weight, 300 sites = 0.006645
largest end weight, 600 sites = 0.003328
CASE JUST ABOVE THRESHOLD: e0 = 1.3 eV
surface energy = 2.407692 eV
distance above band edge = 0.007692 eV
end-site weight = 0.147929
finished without a failed check
```
